# The fastest pulse time in self-limiting deposition with dead time, part 1

(Sections cited here and not found follow in the second part.)

## 1. The optimum and its proof

**A case that can be seen through.** A surface has sites that a vapour fills one by one. After a pulse of length $x$ the filled fraction is $1-e^{-x}$, where time is counted in units of the filling time of an empty site. After each pulse comes a fixed dead time, in which the surface is made ready again and nothing grows. Let this dead time be $e-2\approx0.718$ in the same units. Each cycle then yields $1-e^{-x}$ and lasts $x+e-2$. Which pulse gives the most growth per unit time?

The inequality $e^{-y}\ge 1-y$, with equality only at $y=0$, settles the matter. With $y=x-1$ it gives

$$e^{-x}=e^{-1}e^{-(x-1)}\ \ge\ e^{-1}\,[1-(x-1)]=\frac{2-x}{e}.$$

Subtracting both sides from 1 reverses the inequality:

$$1-e^{-x}\ \le\ 1-\frac{2-x}{e}=\frac{x+e-2}{e}.$$

The numerator on the right is the cycle time. Division by it gives

$$\frac{1-e^{-x}}{x+e-2}\ \le\ \frac1e,$$

with equality only at $x=1$. The best pulse lasts one filling time and leaves the fraction $1/e$, about 37 %, of the sites empty. Waiting for them would cost more time than they are worth.

The dead time was chosen to make the answer simple. With $d=e-2$ and $x=1$ we have $e^x=1+x+d$, and this relation fixes the best pulse for every positive dead time.

**Assumptions.** In atomic layer deposition a precursor vapour reacts with surface sites until none are left. A purge then removes the vapour, a second reactant restores the sites, and another purge ends the cycle. The model is this.

(a) Each pulse begins on a surface whose sites are all empty and reactive.

(b) The precursor pressure $p$ and the temperature $T$ are constant during the pulse and the same everywhere on the surface.

(c) A molecule that strikes an empty site reacts with probability $s$, independently of the state of the other sites. A molecule that strikes a filled site leaves again. Reacted molecules do not desorb.

(d) The dead time $t_d$ contains both purges and the second reactant pulse. It does not depend on the length $t_p$ of the precursor pulse.

(e) The film thickness added in a cycle is proportional to the fraction $\theta$ of sites filled. It equals $g_s$ when all are filled.

Growth per unit time means the thickness added in one cycle divided by the duration of that cycle. This is also the average over any whole number of equal cycles.

**Lemma 1 (saturation).** Let $N$ be the number of molecules that a unit area can take up in one pulse, and $m$ the mass of a molecule. Under (a) to (c),

$$\theta=1-e^{-kt_p},\qquad k=\frac{sJ}{N},\qquad J=\frac{p}{\sqrt{2\pi m k_BT}}.$$

*Proof.* In an ideal gas the velocity component $v$ towards the surface has the Maxwell distribution

$$f(v)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/(2k_BT)}.$$

With the gas density $n=p/(k_BT)$, a unit volume holds $n f(v)\,dv$ molecules with velocity component between $v$ and $v+dv$. For $v>0$ these strike a unit area at the rate $v\,n f(v)\,dv$. The sum over all $v>0$ is the number striking a unit area per unit time:

$$J=n\int_0^\infty v f(v)\,dv
=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=n\sqrt{\frac{k_BT}{2\pi m}}.$$

The integral was evaluated with $\int_0^\infty v\,e^{-av^2}dv=1/(2a)$ and $a=m/(2k_BT)$. Inserting $n=p/(k_BT)$ gives the stated $J$.

A fraction $1-\theta$ of the arriving molecules meets empty sites, and a fraction $s$ of these reacts. The number of filled sites per area is $N\theta$, so

$$N\frac{d\theta}{dt}=sJ(1-\theta),\qquad\text{or}\qquad \frac{d\theta}{dt}=k(1-\theta).$$

The empty fraction $u=1-\theta$ therefore obeys $du/dt=-ku$ with $u(0)=1$. Hence $u=e^{-kt}$, and at the end of the pulse $\theta=1-e^{-kt_p}$. $\square$

This is what first-order saturation means: the filling rate is proportional to the first power of the empty fraction. The constant $k$ is the filling rate of a site that is still empty, and $1/k$ is the filling time used at the start.

From here on the two times are measured in units of $1/k$:

$$x=kt_p,\qquad d=kt_d.$$

Both are pure numbers.

**Lemma 2 (growth rate).** The growth per unit time is

$$R=g_sk\,r(x),\qquad r(x)=\frac{1-e^{-x}}{x+d}.$$

*Proof.* The thickness per cycle is $g_s\theta=g_s(1-e^{-x})$ by (e) and Lemma 1. The cycle lasts $t_p+t_d=(x+d)/k$ by (d). Dividing the first by the second moves $k$ into the numerator. $\square$

The factor $g_sk$ does not depend on the pulse length. It is enough to maximize $r$.

**Theorem.** Let $d>0$. Among all pulses $x>0$ the growth per unit time has a single maximum. It lies at the only positive solution $x_*$ of

$$e^{x}=1+x+d .$$

The rate rises for $x<x_*$ and falls for $x>x_*$. At the maximum

$$R_*=g_sk\,e^{-x_*},\qquad \theta_*=\frac{x_*+d}{1+x_*+d}.$$

*Proof.* The quotient rule gives

$$r'(x)=\frac{e^{-x}(x+d)-(1-e^{-x})}{(x+d)^2}.$$

In the numerator the two terms with $e^{-x}$ combine to $e^{-x}(1+x+d)$. The remaining $-1$ can be written as $-e^{-x}e^{x}$. Therefore

$$r'(x)=\frac{e^{-x}}{(x+d)^2}\,\bigl[\,1+x+d-e^{x}\,\bigr].$$

The factor before the bracket is positive, so the bracket alone decides the sign. Write the bracket as $d-h(x)$ with $h(x)=e^x-1-x$. The function $h$ vanishes at $x=0$. Its derivative $e^x-1$ is positive for $x>0$, and $h$ grows without bound. Thus $h$ takes the positive value $d$ at one point $x_*$ and at no other positive point. Before it $h<d$ and $r$ rises; after it $h>d$ and $r$ falls. This proves that the maximum is unique and global.

At $x_*$ we have $e^{-x_*}=1/(1+x_*+d)$. Hence

$$\theta_*=1-\frac{1}{1+x_*+d}=\frac{x_*+d}{1+x_*+d}.$$

Division by $x_*+d$ gives $r(x_*)=1/(1+x_*+d)=e^{-x_*}$. $\square$

**Remark 1 (meaning).** The derivative can also be arranged as

$$r'(x)=\frac{e^{-x}-r(x)}{x+d}.$$

Here $e^{-x}$ is the growth rate at the present moment of the pulse, and $r(x)$ is the average over the whole cycle if the pulse were stopped now. Both are in units of $g_sk$. While the momentary rate exceeds the average, continuing the pulse raises the average. When it has fallen below, continuing lowers it. The pulse should stop when the two are equal.

There is a picture for this. Plot $\theta$ against $x$ and mark the point $x=-d$ on the horizontal axis. The straight line from that point to a point of the curve has the slope $\theta/(x+d)=r$. The steepest such line touches the curve, and it touches at $x_*$. The inequality in the opening example says that the curve lies below its tangent.

**Remark 2 (no dead time).** For $d=0$ the bracket is $1+x-e^x$, which is negative for all $x>0$. The rate falls from the start. It approaches its upper bound $g_sk$ as $x\to0$, because $(1-e^{-x})/x\to1$, but reaches it at no positive pulse length. If cycling cost nothing, one would use ever shorter pulses and always work on an almost empty surface. It is the dead time that makes a finite pulse worthwhile.

**Corollary 1 (closed form).** For $d>0$,

$$x_*=-1-d-W_{-1}\!\left(-e^{-1-d}\right),$$

where $W_{-1}$ is the lower real branch of the Lambert function, defined by $We^{W}=y$ and $W\le-1$.

*Proof.* Put $w=-(1+x+d)$. The condition becomes $e^x=-w$, and $x=-w-1-d$. Together they give

$$e^{-w}e^{-1-d}=-w.$$

Multiplication by $-e^{w}$ yields $we^{w}=-e^{-1-d}$. The right-hand side lies between $-1/e$ and 0, where the equation for $w$ has two real solutions, one on each side of $-1$. Since $x$ and $d$ are positive, $w<-1$, which selects the lower branch. The other solution has $1+x+d<1$, hence $x<-d$. It is a negative pulse length and has no meaning here. $\square$

**Corollary 2 (dependence on the dead time).** As $d$ increases, $x_*$ increases and $x_*/d$ decreases.

*Proof.* Differentiate $e^{x_*}=1+x_*+d$ with respect to $d$:

$$e^{x_*}\frac{dx_*}{dd}=\frac{dx_*}{dd}+1,\qquad
\frac{dx_*}{dd}=\frac{1}{e^{x_*}-1}=\frac1{x_*+d}>0.$$

For the ratio,

$$\frac{d}{dd}\!\left(\frac{x_*}{d}\right)=\frac{1}{d^2}\left(\frac{d}{x_*+d}-x_*\right)
=\frac{d-x_*(x_*+d)}{d^2(x_*+d)}.$$

Insert $d=e^{x_*}-1-x_*$ and $x_*+d=e^{x_*}-1$ in the last numerator. It becomes

$$e^{x_*}-1-x_*-x_*e^{x_*}+x_*=-\bigl(x_*e^{x_*}-e^{x_*}+1\bigr).$$

The bracket vanishes at $x_*=0$ and has the derivative $x_*e^{x_*}>0$, so it is positive and the ratio falls. $\square$

The first statement says that, at fixed $k$, a longer dead time calls for a longer pulse and a fuller surface. The second concerns a change of $k$ at fixed dead time. Since $t_p=t_d\,x_*/d$, a faster surface reaction shortens the best pulse in seconds, although $x_*$ itself grows.

**Corollary 3 (limits).** For small $d$, $x_*\approx\sqrt{2d}-d/3$. For large $d$, $x_*\approx\ln[1+d+\ln(1+d)]$.

*Proof.* For small $x$, $d=h(x)=x^2/2+x^3/6+\dots$ Let $\sigma=\sqrt{2d}$. Then $\sigma^2=x^2+x^3/3+\dots$ Try $x=\sigma+a\sigma^2$. To third order in $\sigma$ the right-hand side is $\sigma^2+(2a+1/3)\sigma^3$, so $a=-1/6$. The correction is $-\sigma^2/6=-d/3$.

For large $d$ write the condition as $x_*=\ln(1+d+x_*)$. Dropping $x_*$ on the right gives a first value $x_0=\ln(1+d)$, which is too small. Inserting $x_0$ on the right gives the stated form $x_1$. Because $\ln(1+y)\le y$, its error obeys

$$0<x_*-x_1=\ln\frac{1+d+x_*}{1+d+x_0}\le\frac{x_*-x_0}{1+d+x_0},$$

$$x_*-x_0=\ln\!\left(1+\frac{x_*}{1+d}\right)\le\frac{x_*}{1+d}.$$

The error therefore vanishes as $d$ grows. $\square$

The following values were found by a direct search for the maximum of the growth rate, with the coverage obtained by numerical integration of the rate equation.

| $d$ | best $x$ | coverage |
|---|---|---|
| 0.05 | 0.300 | 0.2595 |
| 0.5 | 0.858 | 0.5759 |
| 5 | 2.091 | 0.8764 |
| 50 | 4.007 | 0.9818 |
| 500 | 6.229 | 0.9980 |

The row $d=5$ can be checked by hand: $e^{2.091}=8.09$ and $1+2.091+5=8.09$. In the first row the small-$d$ form gives $0.31623-0.01667=0.29956$, which rounds to 0.300. The coverage column shows how the dead time decides whether saturation pays. When the dead time is a small part of the filling time, the fastest process leaves most sites empty. When it is hundreds of filling times, the fastest process is nearly saturated.

## 2. Tolerance of the optimum and an oxide film

**Symbols and results used.** The rate constant for filling an empty site is $k=sJ/N$, with sticking probability $s$, impingement flux $J$ and site density $N$. The pulse time $t_p$ and the dead time $t_d$ enter as $x=kt_p$ and $d=kt_d$. The coverage is $\theta=1-e^{-x}$, the saturated growth per cycle is $g_s$, and the growth per unit time is $R=g_sk\,r(x)$ with $r=\theta/(x+d)$. Its only maximum for $d>0$ lies at $x_*$, where $e^{x_*}=1+x_*+d$ and $r=e^{-x_*}$.

**Proposition 1 (cost of a wrong pulse).** Let $C=x_*+d$ be the optimum cycle time in units of $1/k$. A pulse $x_*+\delta$ loses the fraction

$$L(\delta)=\frac{e^{-\delta}-1+\delta}{C+\delta}$$

of the greatest growth rate. For small $\delta$ this is $\delta^2/(2C)$.

*Proof.* The optimum condition reads $e^{-x_*}=1/(1+C)$. Therefore

$$r(x_*+\delta)=\frac{1-e^{-\delta}/(1+C)}{C+\delta}
=\frac{1}{1+C}\;\frac{1+C-e^{-\delta}}{C+\delta}.$$

The factor $1/(1+C)$ is $r(x_*)$. Subtracting the ratio $r(x_*+\delta)/r(x_*)$ from 1 gives

$$L=\frac{C+\delta-(1+C-e^{-\delta})}{C+\delta},$$

which is the stated form. With $e^{-\delta}=1-\delta+\delta^2/2-\dots$ the numerator begins with $\delta^2/2$. $\square$

A pulse that is too short by some amount costs more than one too long by the same amount. For $\delta>0$ the two numerators are $e^{\delta}-1-\delta$ and $e^{-\delta}-1+\delta$. Their difference, $2(\sinh\delta-\delta)$, is positive, and the short pulse also has the smaller denominator. For a given $k$, it is therefore safer to err towards the long side.

**Proposition 2 (sensitivity to pressure).** At fixed pulse time, a small relative change of $k$ changes the growth per cycle by the relative amount

$$\frac{d\ln\theta}{d\ln k}=\frac{x}{e^x-1}.$$

At the optimum this equals $x_*/(x_*+d)$, the fraction of the cycle spent pulsing.

*Proof.* At fixed $t_p$, $x$ is proportional to $k$, so $d\ln k=d\ln x$. Then

$$\frac{d\ln\theta}{d\ln x}=\frac{x}{\theta}\frac{d\theta}{dx}=\frac{x\,e^{-x}}{1-e^{-x}}=\frac{x}{e^x-1}.$$

At the optimum $e^{x_*}-1=x_*+d$. $\square$

Since $k$ is proportional to the precursor pressure, this is also the sensitivity to pressure at fixed temperature. The function $x/(e^x-1)$ falls as $x$ grows, so a longer pulse gives a more uniform film. The fastest process buys its speed with some uniformity.

For every positive dead time the best pulse is now fixed by $e^{x}=1+x+d$, and the cost of missing it and the sensitivity of the film to pressure are known. What remains is to put numbers to an aluminium oxide film and to see how the optimum shifts when the assumptions are relaxed.

Numerical values quoted here were computed with a short program.
